# Solute trapping at a fast solidification front: the continuous-growth model: test program

```python
"""
Solute trapping at a moving solidification front (continuous-growth model).
Result under test: k = (ke + b) / (1 - (1-ke)*xL + b), with b = v/vD,
  k  = xS/xL, solute fraction in solid over that in liquid at the interface
  ke = equilibrium partition parameter, v = front speed
  vD = interface exchange speed = interface diffusivity / layer spacing
Limits: k -> equilibrium value for v -> 0, and k -> 1 for v -> infinity.
Internal units: nm, ns, K, eV.  Note 1 nm/ns = 1 m/s.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq, fsolve

kB = const.k / const.e                      # eV/K


def partition(v, vD, ke, xL=0.0):
    b = v / vD
    return (ke + b) / (1 - (1 - ke) * xL + b)


def partition_stepwise(v, vD, ke, xL=0.0):
    """Every layer is exposed for the same time, spacing/v."""
    relax = 1 - xL + ke * xL
    k_eq = ke / relax
    return k_eq + (1 - k_eq) * np.exp(-relax * vD / v)


# ---- symbolic solution of the solute balance, and its limits
V, VD, KE, XL, XS = sp.symbols("v vD ke xL xS", positive=True)
balance = V * (XL - XS) - VD * (XS * (1 - XL) - KE * XL * (1 - XS))
k_sym = sp.simplify(sp.solve(balance, XS)[0] / XL)
assert sp.simplify(k_sym - partition(V, VD, KE, XL)) == 0
k_zero = sp.simplify(k_sym.subs(V, 0))
assert sp.limit(k_sym, V, sp.oo) == 1

# ---- zero-speed limit against a common tangent of two free-energy curves
ke_test, solvent_gain = 0.1, 0.05           # free energies in units of kB*T


def g_liquid(x):
    return x * np.log(x) + (1 - x) * np.log(1 - x)


def g_solid(x):
    return g_liquid(x) - solvent_gain - x * np.log(ke_test)


def slope(g, x):
    return np.imag(g(x + 1e-30j)) / 1e-30


def tangent_mismatch(log_x):
    xs, xl = np.exp(log_x)
    s, l = slope(g_solid, xs), slope(g_liquid, xl)
    return [s - l, g_solid(xs) - s * xs - g_liquid(xl) + l * xl]


root, _, flag, _ = fsolve(tangent_mismatch, np.log([0.006, 0.055]),
                          full_output=True, xtol=1e-12)
xs_eq, xl_eq = np.exp(root)
assert flag == 1 and max(np.abs(tangent_mismatch(root))) < 1e-9
k_tangent = xs_eq / xl_eq
k_limit = float(k_zero.subs({KE: ke_test, XL: xl_eq}))
assert abs(k_tangent - k_limit) < 1e-7

# ---- atom-by-atom Monte Carlo at non-dilute composition
rng = np.random.default_rng(7)
samples, xl_mc, v_mc = 400_000, 0.3, 0.5    # speed in units of vD


def frozen_fraction(exposure):
    """Site freezes with liquid composition, then tries swaps with liquid."""
    solute = rng.random(samples) < xl_mc
    attempts = rng.poisson(exposure)
    for j in range(attempts.max()):
        active = attempts > j
        partner = rng.random(samples) < xl_mc
        leave = active & solute & ~partner
        enter = active & ~solute & partner & (rng.random(samples) < ke_test)
        solute = (solute & ~leave) | enter
    return solute.mean()


mc_cont = frozen_fraction(rng.exponential(1 / v_mc, samples)) / xl_mc
mc_step = frozen_fraction(np.full(samples, 1 / v_mc)) / xl_mc
th_cont = partition(v_mc, 1.0, ke_test, xl_mc)
th_step = partition_stepwise(v_mc, 1.0, ke_test, xl_mc)
mc_error = np.sqrt(0.25 / samples) / xl_mc  # upper bound of standard error
assert abs(mc_cont - th_cont) < 4 * mc_error
assert abs(mc_step - th_step) < 4 * mc_error
assert abs(th_cont - partition(v_mc, 1.0, ke_test)) > 10 * mc_error

# ---- example inputs (rough values, pulsed-laser melted doped silicon)
ke, vD, v = 0.02, 1.0, 4.0
D_cm2s, spacing, depth = 1e-4, 0.25, 100.0
D = D_cm2s * 1e14 / 1e9                     # nm^2/ns
doping, atoms = 1e20, 5e22                  # cm^-3
Tm, latent, kinetic = 1685.0, 0.5, 15.0     # K, eV/atom, K per m/s
Q_exchange, gamma, D_solid_cm2s = 0.5, 0.4, 1e-11  # eV, J/m^2, cm^2/s
x0 = doping / atoms
k = partition(v, vD, ke)
v_double = brentq(lambda s: partition(s, vD, ke) - 2 * ke, 1e-6, 10)
v_90 = brentq(lambda s: partition(s, vD, ke) - 0.9, 1e-6, 100)
assert abs(v_double - ke * vD / (1 - 2 * ke)) < 1e-9
assert abs(v_90 - vD * (0.9 - ke) / 0.1) < 1e-8


# ---- finite melt: diffusion in a liquid film that shrinks to the surface
def regrow(k_front, cells=300, advance=0.05, last=10.0):
    """Concentrations are relative to the initial uniform liquid."""
    dy = 1 / cells
    y = np.arange(1, cells) * dy
    c = np.ones(cells)
    dt, length, frozen = advance / v, depth, 0.0
    middle = None
    for _ in range(round((depth - last) / advance)):
        old, length = length, length - advance
        a = D / (length * dy) + v * y / 2
        b = -D / (length * dy) + v * y / 2
        half = length * dy / 2
        out = v * k_front / (1 - v * (1 - k_front) * half / D)
        band = np.zeros((3, cells))
        band[1] = length * dy
        band[1, :-1] += dt * a
        band[1, 1:] -= dt * b
        band[1, -1] += dt * out
        band[0, 1:] = dt * b
        band[2, :-1] = -dt * a
        c = solve_banded((1, 1), band, c * old * dy)
        frozen += dt * out * c[-1]
        if middle is None and length <= depth / 2 + 1e-9:
            distance = length * (1 - (np.arange(cells) + 0.5) * dy)
            middle = (out * c[-1] / v, distance, c.copy(), length * dy)
    assert abs(frozen + c.sum() * length * dy - depth) < 1e-7 * depth
    return frozen / depth, middle


frac_trap, (solid_trap, distance, liquid, width) = regrow(k)
frac_eq, (solid_eq, _, _, _) = regrow(ke)
frac_coarse, _ = regrow(ke, cells=150)
assert abs(frac_coarse - frac_eq) < 0.01 * frac_eq
profile = 1 + (1 / k - 1) * np.exp(-v * distance / D)
assert np.max(np.abs(liquid - profile)) < 0.01
assert abs(solid_trap - 1) < 0.01
excess = (1 / k - 1) * D / v                # nm times initial concentration
excess_pde = np.sum(liquid - 1) * width
assert abs(excess_pde - excess) < 0.03 * excess

# ---- free-energy cost of trapping and kinetic liquidus slope
xL = x0 / k


def solute_cost(xl, k_now):
    """Free energy per crystallized atom beyond the pure-solvent term, eV."""
    xs = k_now * xl
    return kB * Tm * ((1 - xs) * np.log((1 - xs) / (1 - xl))
                      + xs * np.log(xs / (ke * xl)))


def liquidus_slope(k_now):
    """Undercooling per unit liquid solute fraction, K."""
    return kB * Tm**2 / latent * (1 - k_now + k_now * np.log(k_now / ke))


for k_now in (ke, k):
    direct = solute_cost(1e-5, k_now) / 1e-5 * Tm / latent
    assert abs(direct / liquidus_slope(k_now) - 1) < 1e-3
dT_kinetic = kinetic * v
gain = latent * dT_kinetic / Tm
cost = solute_cost(xL, k)
uphill = kB * Tm * np.log(k / ke) - gain
dT_solute = cost * Tm / latent
assert uphill > 0 and cost < gain

# ---- planarity: steady ripple, zero temperature gradient
capillary = gamma * Tm / (latent * const.e * atoms * 1e6) * 1e9   # K nm


def stability_speed(k_now):
    return (liquidus_slope(k_now) * x0 * (1 - k_now) * D
            / (k_now**2 * capillary))


def ripple_drive(speed, k_now):
    """Largest (solute minus capillary) drive over ripple wave numbers."""
    q = np.geomspace(0.03, 10, 400) * speed / D
    p = speed / (2 * D) + np.sqrt((speed / (2 * D))**2 + q**2)
    height = 1e-6 * D / speed
    jump = x0 * (1 / k_now - 1)
    base = x0 + jump * np.exp(-speed * height / D)
    grad = -speed / D * jump * np.exp(-speed * height / D)
    added = ((-D * grad - speed * (1 - k_now) * base)
             / (speed * (1 - k_now) - D * p))
    change = (base + added - x0 / k_now) / height
    return np.max((-liquidus_slope(k_now) * change - capillary * q**2) / q**2)


va_trap, va_eq = stability_speed(k), stability_speed(ke)
assert ripple_drive(0.95 * va_trap, k) > 0 > ripple_drive(1.05 * va_trap, k)
assert va_trap < v < va_eq
assert ripple_drive(v, k) < 0 < ripple_drive(v, ke)

# ---- sizes of neglected effects on k
T_front = Tm - dT_kinetic
ke_cold = ke ** (Tm / T_front)              # fixed redistribution energy
vD_cold = vD * np.exp(-Q_exchange / kB * (1 / T_front - 1 / Tm))
k_cold = partition(v, vD_cold, ke_cold)
k_dense = partition(v, vD, ke, xL)
v_liquid = D / spacing
relaxation = (v / v_liquid)**2
k_relax = partition(v, vD * (1 - relaxation), ke)
k_step = partition_stepwise(v, vD, ke)
solid_spread = np.sqrt(D_solid_cm2s * 1e5 * depth / v)


def percent(changed):
    return 100 * (changed / k - 1)


print(f"Common tangent: xS={xs_eq:.5f}, xL={xl_eq:.5f}, ratio={k_tangent:.5f}")
print(f"Zero-speed k from model at that xL: {k_limit:.5f}")
print(f"MC inputs: ke={ke_test}, xL={xl_mc}, v/vD={v_mc}, sites={samples}")
print(f"MC k, random exposure: {mc_cont:.4f}; formula {th_cont:.4f}")
print(f"MC k, fixed exposure: {mc_step:.4f}; formula {th_step:.4f}")
print(f"MC standard error of k, upper bound: {mc_error:.4f}")
print(f"Dilute formula for the MC case: {partition(v_mc, 1.0, ke_test):.4f}")
print(f"Input ke={ke}, vD={vD} m/s, v={v} m/s, v/vD={v / vD:.2f}")
print(f"Input liquid D={D_cm2s:.1e} cm2/s, layer spacing={spacing} nm")
print(f"Input melt depth={depth:.0f} nm, doping={doping:.1e} cm^-3")
print(f"Input atom density={atoms:.1e} cm^-3; x0={x0:.4f}")
print(f"Interface diffusivity vD*spacing: {vD * spacing * 1e-5:.2e} cm2/s")
for s in (0.001, 0.01, 0.1, 1.0, 4.0, 10.0, 100.0):
    print(f"v={s:g} m/s: k={partition(s, vD, ke):.4f}, "
          f"stepwise k={partition_stepwise(s, vD, ke):.4f}")
print(f"Speed ke*vD: {ke * vD:.4f} m/s")
print(f"Speed at which k = 2 ke: {v_double:.4f} m/s")
print(f"Speed at which k = 0.9: {v_90:.2f} m/s")
print(f"Example k: {k:.4f}; k/ke: {k / ke:.1f}")
print(f"Interface liquid: {doping / k:.3e} cm^-3, xL={xL:.5f}")
print(f"Boundary layer D/v: {D / v:.2f} nm")
print(f"Transient length D/(k v): {D / (k * v):.2f} nm; "
      f"with ke: {D / (ke * v):.1f} nm")
print(f"Boundary-layer excess: {doping * excess * 1e-7:.2e} cm^-2, "
      f"numerical {doping * excess_pde * 1e-7:.2e} cm^-2")
print(f"Total dose: {doping * depth * 1e-7:.2e} cm^-2")
print(f"Mid-depth solid/initial: trapping {solid_trap:.4f}, ke {solid_eq:.4f}")
print(f"Dose frozen before last 10 nm: trapping {100 * frac_trap:.1f} %, "
      f"ke {100 * frac_eq:.1f} %")
print(f"Input Tm={Tm:.0f} K, latent heat={latent} eV/atom")
print(f"Input kinetic undercooling={kinetic} K per m/s: {dT_kinetic:.0f} K")
print(f"Solvent free-energy gain: {gain:.5f} eV/atom")
print(f"Solute cost per crystallized atom: {cost:.5f} eV")
print(f"Uphill step of one trapped solute atom: {uphill:.3f} eV")
print(f"Extra undercooling from solute: {dT_solute:.2f} K")
print(f"Liquidus slope size: trapping {liquidus_slope(k):.0f} K, "
      f"equilibrium {liquidus_slope(ke):.0f} K per unit fraction")
print(f"Input interface energy={gamma} J/m2; Gamma={capillary:.1f} K nm")
print(f"Planar-stability speed: trapping {va_trap:.4f} m/s, "
      f"ke {va_eq:.1f} m/s")
print(f"Non-dilute change of k: {percent(k_dense):+.3f} %")
print(f"Liquid speed D/spacing: {v_liquid:.1f} m/s; (v/speed)^2: "
      f"{relaxation:.4f}")
print(f"Liquid-relaxation change of k: {percent(k_relax):+.3f} %")
print(f"Input exchange barrier={Q_exchange} eV; front at {T_front:.0f} K")
print(f"Cooled front: ke={ke_cold:.4f}, vD={vD_cold:.3f} m/s, k={k_cold:.4f}")
print(f"Undercooling change of k: {percent(k_cold):+.2f} %")
print(f"Stepwise instead of continuous change of k: {percent(k_step):+.2f} %")
print(f"Input solid D={D_solid_cm2s:.0e} cm2/s; regrowth {depth / v:.0f} ns")
print(f"Solid diffusion length sqrt(D t): {solid_spread:.4f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Common tangent: xS=0.00570, xL=0.05419, ratio=0.10513
Zero-speed k from model at that xL: 0.10513
MC inputs: ke=0.1, xL=0.3, v/vD=0.5, sites=400000
MC k, random exposure: 0.4848; formula 0.4878
MC k, fixed exposure: 0.3354; formula 0.3374
MC standard error of k, upper bound: 0.0026
Dilute formula for the MC case: 0.4000
Input ke=0.02, vD=1.0 m/s, v=4.0 m/s, v/vD=4.00
Input liquid D=1.0e-04 cm2/s, layer spacing=0.25 nm
Input melt depth=100 nm, doping=1.0e+20 cm^-3
Input atom density=5.0e+22 cm^-3; x0=0.0020
Interface diffusivity vD*spacing: 2.50e-06 cm2/s
v=0.001 m/s: k=0.0210, stepwise k=0.0200
v=0.01 m/s: k=0.0297, stepwise k=0.0200
v=0.1 m/s: k=0.1091, stepwise k=0.0200
v=1 m/s: k=0.5100, stepwise k=0.3805
v=4 m/s: k=0.8040, stepwise k=0.7832
v=10 m/s: k=0.9109, stepwise k=0.9067
v=100 m/s: k=0.9903, stepwise k=0.9902
Speed ke*vD: 0.0200 m/s
Speed at which k = 2 ke: 0.0208 m/s
Speed at which k = 0.9: 8.80 m/s
Example k: 0.8040; k/ke: 40.2
Interface liquid: 1.244e+20 cm^-3, xL=0.00249
Boundary layer D/v: 2.50 nm
Transient length D/(k v): 3.11 nm; with ke: 125.0 nm
Boundary-layer excess: 6.09e+12 cm^-2, numerical 6.08e+12 cm^-2
Total dose: 1.00e+15 cm^-2
Mid-depth solid/initial: trapping 0.9999, ke 0.3515
Dose frozen before last 10 nm: trapping 89.4 %, ke 28.0 %
Input Tm=1685 K, latent heat=0.5 eV/atom
Input kinetic undercooling=15.0 K per m/s: 60 K
Solvent free-energy gain: 0.01780 eV/atom
Solute cost per crystallized atom: 0.00114 eV
Uphill step of one trapped solute atom: 0.519 eV
Extra undercooling from solute: 3.85 K
Liquidus slope size: trapping 1549 K, equilibrium 480 K per unit fraction
Input interface energy=0.4 J/m2; Gamma=168.3 K nm
Planar-stability speed: trapping 0.0558 m/s, ke 139.6 m/s
Non-dilute change of k: +0.049 %
Liquid speed D/spacing: 40.0 m/s; (v/speed)^2: 0.0100
Liquid-relaxation change of k: +0.195 %
Input exchange barrier=0.5 eV; front at 1625 K
Cooled front: ke=0.0173, vD=0.881 m/s, k=0.8227
Undercooling change of k: +2.33 %
Stepwise instead of continuous change of k: -2.58 %
Input solid D=1e-11 cm2/s; regrowth 25 ns
Solid diffusion length sqrt(D t): 0.0050 nm
ALL CHECKS PASSED
```
